# Periodic damage pockets from cell lists, minimum images and union-find

## Five defects across a face

Place five point defects on a line in a periodic cube of side $L=19.548$ nm. All have $y=z=1$ nm, and their $x$ coordinates are 0.2, 0.6, 5.0, 5.5 and 19.3 nm. Number them 0 to 4, and link two defects when they are at most $r_c=0.565$ nm apart.

Defects 0 and 1 are 0.4 nm apart, and defects 2 and 3 are 0.5 nm apart, so both pairs are linked. Defects 0 and 4 appear to be $19.3-0.2=19.1$ nm apart, but the nearest periodic copy of defect 4 is only $19.548-19.1=0.448$ nm from defect 0. They are linked too. Defects 1 and 4 are $19.548-18.7=0.848$ nm apart and have no direct link, yet both are linked to defect 0. The pockets are therefore $\{0,1,4\}$ and $\{2,3\}$, of sizes 3 and 2.

Now move everything by 1 nm along $x$ and wrap. The coordinates become 1.2, 1.6, 6.0, 6.5 and 0.752 nm. The first pocket no longer crosses the face, but its links and size are the same. A search that ignored periodicity would have found sizes 2, 2 and 1 before the shift, and 3 and 2 after it.

## What is to be computed

Given $N$ defects in a cubic periodic box, the link graph joins $i$ and $j$ when their nearest-image distance satisfies $d_{ij}\le r_c$. A pocket is a connected component of this graph. An isolated defect is a component of size 1 and is counted separately below. Vacancies and interstitials are linked by the same rule: the grouping is geometrical and contains no binding energy.

The claim to be verified is that a common translation leaves the pockets unchanged. It holds in exact arithmetic. In floating-point arithmetic it needs a condition on the distances, derived below.

## Minimum image and translation

On one axis let $\Delta=x_i-x_j$. The periodic copies of the pair have separations $\Delta-mL$ with integer $m$. Since
$$|\Delta-mL|=L\left|\frac{\Delta}{L}-m\right|,$$
the smallest magnitude is reached when $m$ is the integer nearest to $\Delta/L$:
$$\delta=\Delta-L\,\mathrm{round}(\Delta/L),\qquad |\delta|\le L/2 .$$
At a tie both choices give $|\delta|=L/2$, so the distance is still defined. In three dimensions the squared distance is a sum of three terms, each containing its own integer. Minimizing each term therefore minimizes the sum:
$$d_{ij}^2=\delta_x^2+\delta_y^2+\delta_z^2 .$$
This separation relies on orthogonal box axes. In a skewed cell the squared distance has cross terms, and rounding each component need not give the nearest copy.

Translate by $t$ and wrap, so that $x_i'=x_i+t-k_iL$ with an integer $k_i$. Then
$$\Delta'=x_i'-x_j'=\Delta-(k_i-k_j)L .$$
The sets $\{\Delta'-mL\}$ and $\{\Delta-mL\}$ are the same, because $m$ runs over all integers. Their smallest magnitudes agree, so $d_{ij}'=d_{ij}$. Every link is preserved, and with it the whole partition. This is stronger than equality of the size lists, since two different partitions can have equal sizes.

## Cell list

Divide each axis into $n$ cells of width $w=L/n$, with $w>r_c$ and $n\ge3$. If $i$ and $j$ are linked, some copy of $j$ lies within $r_c<w$ of $i$ on every axis. Two numbers closer than $w$ have cell indices that differ by at most one. Wrapping the copy back changes its index by a multiple of $n$, so $j$ lies in the cell of $i$ or in one of its 26 neighbours, taken modulo $n$.

The 26 offsets form 13 opposite pairs $\pm o$. Keep the member of each pair whose first non-zero component is positive. If cell $B$ is reached from $A$ by $o$, then $A$ is reached from $B$ by $-o$, and one of the two is kept. For $n\ge3$ two different offsets cannot lead to the same cell, because their components differ by at most 2. Each candidate pair is thus visited once.

The condition $n\ge3$ also gives $r_c<L/3$. If two copies of $j$ were within $r_c$ of $i$, they would be at most $2r_c<2L/3$ apart, whereas distinct copies are at least $L$ apart. Hence at most one copy is within reach.

In the five-defect case $n=34$ and $w=0.5749$ nm. Defects 0 and 4 start in $x$-cells 0 and 33, which are neighbours modulo 34. After the shift they are in cells 2 and 1. The cells have changed and the link has not.

## Union-find

Each defect stores a parent, and a root is its own parent. Initially there are $N$ roots. For each link, find the two roots. If they differ, attach the smaller tree to the larger one. A successful union lowers the number of components by one, and a link inside an existing component changes nothing. Therefore
$$\text{components}=N-\text{successful unions}.$$

Attaching by size keeps the trees shallow. A defect can become one level deeper only when its tree is attached to another at least as large, and the size of its tree then at least doubles. This can happen at most $\log_2N$ times. Path halving, which redirects a visited node to its grandparent, keeps the root and cannot increase a depth. In a test with 1024 elements merged in balanced pairs, without shortening, the depth was 10, so the bound can be reached.

```
function find(i):
    while parent[i] != i:
        parent[i] = parent[parent[i]]
        i = parent[i]
    return i

function pockets(x, L, rc):
    n = floor(L / (rc * (1 + 1e-9)))
    if n < 3: stop with an error
    for each defect i:
        parent[i] = i;  size[i] = 1
        put i in cell floor(x[i] * n / L) mod n
    for each occupied cell A:
        candidates = pairs within A
        for each of the 13 kept offsets o:
            add pairs between A and (A + o) mod n
        for each candidate (i, j):
            D = x[i] - x[j]
            D = D - L * round(D / L)     # each axis
            if D.D <= rc * rc:
                a = find(i);  b = find(j)
                if a != b:
                    attach smaller root to larger
                    add the two sizes
    return find(i) for every i
```

The factor $1+10^{-9}$ keeps $w$ above $r_c$ by a margin much larger than the rounding of a coordinate. The final modulo in the cell index handles a coordinate that rounds up to the upper face.

## Rounding and the choice of cutoff

Let $u\simeq1.1\times10^{-16}$ be the unit roundoff of double precision, with positions and shifts in $[0,L)$. To first order in $u$, the errors on one axis after a translation are as follows.

- Each sum $x+t$ is below $2L$ and has an error of at most $2uL$. The wrap is an exact remainder. Two positions contribute $4uL$.
- Their difference is below $L$ in magnitude and adds at most $uL$.
- Subtracting the nearest multiple of $L$ leaves at most $L/2$ and adds at most $uL/2$.

The total is $5.5uL$ per axis, hence at most $\sqrt3\times5.5uL\simeq9.5uL$ in the length of the separation vector. Squaring and adding give a relative error of at most $3u$ in $d^2$, and $r_c^2$ has one of at most $u$. Together these are equivalent to a relative error of $2u$ in distance. Since $d\le\sqrt3L/2$, this adds at most $1.8uL$. The sum is about $11.3uL$, so the condition
$$\min_{i<j}|d_{ij}-r_c|>16uL$$
guarantees the same link decisions before and after the shift, with room to spare. Here $16uL=3.5\times10^{-14}$ nm. For one random shift of the damage configuration described below, the largest change in any computed pair distance was $8.9\times10^{-15}$ nm.

For defects on crystal sites the condition is easy to meet or to violate, because distances form discrete shells. In units of a quarter lattice constant, the diamond sites and tetrahedral interstitial sites together are the points with three even or three odd coordinates. Their squared separations are 3, 4, 8, 11, 12, 16, 19, 20 and so on. With the lattice constant of the model set to $a=0.543$ nm, the value 16 gives $d=a=0.543$ nm and 19 gives $d=\sqrt{19}\,a/4=0.592$ nm. The cutoff of 0.565 nm lies between them, with a smallest gap of 0.022 nm.

A cutoff of exactly $a$ should give the same links, since no shell lies between 0.543 and 0.565 nm. In floating-point arithmetic it does not. Over eight translations it found between 1810 and 1832 links, against the correct 1875, and eight different size lists. The largest pocket varied only between 77 and 78 defects, so watching that one number would nearly hide the fault.

Repeated small translations accumulate position errors. It is safer to keep the original coordinates and apply each total shift to them, after reducing that shift to one box length.

## A damage configuration

The model represents a region inside the damaged layer of implanted silicon, with periodic continuation in all directions and no surface. Each of twelve ions leaves four sub-cascades with damage energy $E=1000$ eV. With displacement energy $E_d=15$ eV, the simple displacement count gives
$$\frac{0.8E}{2E_d}=\frac{800}{30}=26.7,$$
which is cut to 26 vacancy–interstitial pairs. The total is $12\times4\times26\times2=2496$ defects, or 0.67 % of the number of lattice atoms.

Sub-cascade centres are uniform in the box. Sites are drawn around them with Gaussian weights, of standard deviation 0.7 nm per axis for vacancies and 1.0 nm for interstitials. No site is used twice. Unless stated otherwise, the results are for one random configuration. The scatter between configurations is considerable and is given with the sensitivity table below.

The search finds 1875 links and makes 1290 successful unions. This leaves $2496-1290=1206$ components: 308 pockets of at least two defects and 898 isolated defects. The other $1875-1290=585$ links join defects already connected.

Random placement gives a useful limit for comparison. A site has $8+6+12+24+8+6=64$ neighbouring sites within the cutoff, counted shell by shell, out of about 746,500 in the box. The 3,113,760 defect pairs would then give about $3{,}113{,}760\times64/746{,}500\simeq267$ links. The cascades produce seven times as many at the same mean density.

## Verification and what it can miss

The configuration was translated 23 times: by 20 random vectors and by three that carry a chosen defect to the box corner. Every translation reproduced the same links and the same partition.

Two deliberately damaged searches failed this test. Keeping only the three face offsets of the 13 gave eight different size lists in eight translations. So did treating the faces as open. In both cases the links found depend on where a pocket lies relative to a cell boundary or a box face.

Invariance is necessary but not sufficient. A search with the wrong cutoff of 0.507 nm kept its sizes in all five translations tried, although they differ from the correct ones. A program that found no links at all would also be invariant. A second route is therefore needed. Here the integer site coordinates were searched against 27 explicit copies of the box, without cells or the minimum-image formula. This gave the same 1875 links and the same pockets.

A further failure is physical. A pocket may connect to its own periodic image and so be infinite in the repeated crystal, while the algorithm reports a finite number per box. Suppose a path of links returns to the same defect displaced by $(k_x,k_y,k_z)L$. In a box doubled along all axes, this displacement joins different copies if any $k$ is odd. Without such a path, every pocket appears eight times with its original size. The doubled configuration passed this test. Paths with all $k$ even would escape it.

## Cost

Building the cells takes a time proportional to $N$. If $C$ candidates are tested and $M$ are links, the unions take at most of order $M\log N$ steps, so the total is of order $N+C+M\log N$. Storing only occupied cells avoids an array over all $34^3=39{,}304$ cells.

Here $C=11{,}642$, or 0.37 % of all pairs. Uniformly distributed defects would give about $3{,}113{,}760\times27/39{,}304\simeq2140$ candidates. The clustered configuration needs 5.4 times as many, because the work follows the local density. At fixed density and cutoff $C$ grows as $N$. In a fixed box filled uniformly, it grows as $N^2$. When whole cascades are added at random to a fixed box, pairs within a cascade contribute a part proportional to $N$, and pairs between cascades a part that grows as $N^2$. The linear part dominates while the cascades overlap little.

## Accumulation with fluence

Adding a defect can add links but removes none. Old pockets can merge but cannot split, which was tested after each ion. Write $S=\sum s^2/N$ for the mean component size seen by a randomly chosen defect, with $s$ running over all component sizes.

| Ions | Fluence (cm$^{-2}$) | Pockets ≥ 2 | Largest | $S$ |
|---|---|---|---|---|
| 1 | $2.6\times10^{11}$ | 22 | 24 | 7.0 |
| 4 | $1.0\times10^{12}$ | 100 | 24 | 6.4 |
| 8 | $2.1\times10^{12}$ | 206 | 51 | 8.2 |
| 12 | $3.1\times10^{12}$ | 308 | 78 | 10.3 |

The fall of $S$ from 7.0 to 6.4 does not contradict merging. Although $\sum s^2$ cannot decrease, $N$ grows as well, and new small pockets lower the average. At twelve ions the largest pocket has 78 defects, whereas one sub-cascade supplies 52. It must therefore contain defects from at least two sub-cascades.

Recombination removes defects and can split a pocket. Union-find has no inverse of a union, so the pockets must then be rebuilt.

## How far the numbers can be trusted

The following changes are made one at a time to the twelve-ion case, for which the largest pocket is 78 and $S=10.3$. Over 72 random draws with the same parameters, this one included, $S$ ranged from 5.1 to 19.9 with a median of 8.4, and the largest pocket from 25 to 137 defects. About 85 % of the draws had $S$ below 10.3. The values in the table therefore illustrate one rather strongly clustered configuration and are not averages.

| Change | Largest | $S$ |
|---|---|---|
| Cutoff 0.507 nm | 72 | 8.3 |
| Cutoff 0.600 nm | 96 | 18.2 |
| Disorder 0.02 nm per axis | 83 | 12.3 |
| Close pairs recombined | 26 | 3.9 |
| Vacancies only | 33 | 5.0 |
| Twice the displacements | 369 | 80.4 |

Lowering the cutoff past one shell removes 6 of the 64 neighbouring sites. Raising it past the next adds 24, which fits the larger response. Recombining vacancy–interstitial pairs within 0.30 nm, closest first and with ties taken in order of defect number, removes 208 pairs. Another order of the ties can change this count by a few. That is 17 % of the defects, yet $S$ falls by 62 %. The case with twice the displacements keeps the energies and spreads but is a new random draw.

As a comparison with real implantation, the lattice constant, displacement energy and ion flux of $10^{13}$ cm$^{-2}$ s$^{-1}$ are rough typical values for silicon, and the fluence is low. The intended case is a cold stage near 100 K. With a rough barrier of 0.45 eV for a neutral vacancy and an attempt rate of $10^{13}$ s$^{-1}$, a vacancy makes $7\times10^{-11}$ hops during the 0.31 s implant. At 300 K it makes about $9\times10^4$, so for implantation near room temperature the static picture fails. The barrier also depends on charge state: with about 0.18 eV, typical of the doubly negative vacancy, the same estimate gives about $3\times10^3$ hops even at 100 K. The static picture in the cold therefore assumes that such vacancies are rare. Even in the cold, interstitials may move under the beam; the vacancies-only row shows the extreme in which all of them leave without recombining with a vacancy. Recombination would remove vacancies as well, so that row does not describe it. Dense cascades can also displace more atoms than the simple count, and in the two random draws compared here, doubling that count raised $S$ about eightfold; over 30 such pairs of draws the factor ranged from 5 to 18.5, with a median of 9.5. The pocket sizes are thus properties of this model and its cutoff, not predictions for a wafer. The numerical output for the main configuration follows.

## Table of computed values

```
Toy x (nm): [0.2, 0.6, 5.0, 5.5, 19.3] ; y = z = 1 nm
Toy x after 1 nm shift (nm): [1.2, 1.6, 6.0, 6.5, 0.752]
Toy x-cells before: [0, 1, 8, 9, 33]
Toy x-cells after: [2, 2, 10, 11, 1]
Toy links (defects from 0): [(0, 1), (0, 4), (2, 3)]
Toy distance 0-4: direct 19.100 nm, nearest image 0.448 nm
Toy pocket sizes before, after: [3, 2] [3, 2]
Lattice constant (rough): 0.543 nm; box side: 19.548 nm
Cutoff: 0.565 nm; cells per axis: 34; cell width: 0.5749 nm
Damage energy per sub-cascade: 1000 eV; displacement energy: 15 eV
Pairs per sub-cascade: 26; ions: 12; sub-cascades per ion: 4
Spread per axis: vacancies 0.7 nm, interstitials 1.0 nm
Defects: 2496; lattice atoms: 373248; ratio: 0.669 %
Fluence: 3.140e+12 ions/cm2
Pairs tested: 11642; all pairs: 3113760
Links: 1875; successful unions: 1290; components: 1206
Five largest pockets (defects): [78, 43, 36, 34, 30]
Translations with identical links and pockets: 23
Smallest gap to cutoff: 0.0220 nm
Largest distance change by rounding: 8.88e-15 nm; bound: 3.47e-14 nm
Cutoff on shell (0.543 nm), 8 shifts: links 1810 to 1832
Cutoff on shell: largest pocket 77 to 78; distinct size lists 8
Face-only stencil, 8 shifts: distinct size lists 8
Open faces, 8 shifts: distinct size lists 8
Union-find depth for 1024 balanced elements: 10
Below, mean = defect-weighted mean component size
After 1 ions (2.62e+11 /cm2): N=208, pockets(>=2)=22, isolated=88, largest=24, mean=7.0
After 4 ions (1.05e+12 /cm2): N=832, pockets(>=2)=100, isolated=346, largest=24, mean=6.4
After 8 ions (2.09e+12 /cm2): N=1664, pockets(>=2)=206, isolated=637, largest=51, mean=8.2
After 12 ions (3.14e+12 /cm2): N=2496, pockets(>=2)=308, isolated=898, largest=78, mean=10.3
Cutoff 0.507 nm: N=2496, pockets(>=2)=324, isolated=963, largest=72, mean=8.3
Cutoff 0.600 nm: N=2496, pockets(>=2)=258, isolated=711, largest=96, mean=18.2
Position disorder 0.02 nm per axis: N=2496, pockets(>=2)=297, isolated=871, largest=83, mean=12.3
Recombination within 0.30 nm removes 208 pairs
After recombination: N=2080, pockets(>=2)=302, isolated=971, largest=26, mean=3.9
Vacancies only: N=1248, pockets(>=2)=174, isolated=496, largest=33, mean=5.0
Twice the displacements: N=4992, pockets(>=2)=388, isolated=1071, largest=369, mean=80.4
Ion flux (rough): 1.0e+13 /cm2/s; implant time: 0.314 s
Vacancy hop (rough): attempt rate 1.0e+13 /s, barrier 0.45 eV
Hops per vacancy during implant at 100 K: 6.58e-11
Hops per vacancy during implant at 300 K: 8.66e+04
```
